# Spin-degeneracy free energy when ligand exchange produces a spin-3/2 centre: verification in Python

```python
"""Result under test: a metal centre going from spin 1/2 to spin 3/2 gains
kT ln 2 of spin-degeneracy free energy (about 0.03 eV at 500 K), if both ground
terms are orbitally non-degenerate and spin-orbit splitting is neglected.
T: temperature, k: Boltzmann constant, q: sum of exp(-(E-E0)/kT) over levels E
with lowest level E0, gain: kT ln(q_final/q_initial).
Model: seven electrons in five d orbitals, all 120 states, energies in eV.
B, C: Racah parameters; zeta: one-electron spin-orbit constant;
delta: splitting of the spin-3/2 level into two Kramers pairs.
Orbital order: xy, yz, xz, x2-y2, z2. Parameters are rough cobalt(II) values."""
from itertools import combinations
import numpy as np
from scipy import constants

k = constants.k / constants.e
T = 500.0
kT = k * T
B, C, zeta = 0.10, 0.45, 0.065
field_low = np.array([0.0, 0.0, 0.0, 3.4, 2.2])
field_high = np.array([0.35, 0.45, 0.45, 0.0, 0.0])
field_tetra = np.array([0.45, 0.45, 0.45, 0.0, 0.0])
field_octa = np.array([0.0, 0.0, 0.0, 3.0, 3.0])

# Each real d function is a quadratic form r.Q.r on the unit sphere.
Q = np.zeros((5, 3, 3))
for a, (i, j) in enumerate([(0, 1), (1, 2), (0, 2)]):
    Q[a, i, j] = Q[a, j, i] = 1.0
Q[3] = np.diag([1.0, -1.0, 0.0])
Q[4] = np.diag([-1.0, -1.0, 2.0]) / np.sqrt(3)


def angular_integrals(n):
    """Coulomb integrals and orbital angular momentum by sphere quadrature."""
    ct, wt = np.polynomial.legendre.leggauss(n)
    phi = np.pi * np.arange(2 * n) / n
    c, p = np.meshgrid(ct, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    r = np.stack([s * np.cos(p), s * np.sin(p), c], axis=-1).reshape(-1, 3)
    w = np.repeat(wt, 2 * n) * np.pi / n
    norm = np.sqrt(15 / (16 * np.pi))
    f = norm * np.einsum("ni,aij,nj->na", r, Q, r)
    assert np.allclose(f.T @ (w[:, None] * f), np.eye(5), atol=1e-12)
    pair = np.einsum("n,na,nb->nab", w, f, f).reshape(len(w), 25)
    x = r @ r.T
    P2 = (3 * x**2 - 1) / 2
    P4 = (35 * x**4 - 30 * x**2 + 3) / 8
    # The F0 part is constant at fixed electron number and is left out.
    F2, F4 = 49 * B + 7 * C, 63 * C / 5
    g = (pair.T @ (F2 * P2 + F4 * P4) @ pair).reshape(5, 5, 5, 5)
    grad = 2 * norm * np.einsum("aij,nj->nai", Q, r)
    lf = -1j * np.cross(r[:, None, :], grad)
    l = np.einsum("n,na,nbk->kab", w, f, lf)
    return g, l


g, l = angular_integrals(6)
g_fine, l_fine = angular_integrals(10)
grid_shift = np.max(np.abs(g - g_fine))
assert grid_shift < 1e-10 and np.allclose(l, l_fine, atol=1e-12)
assert np.allclose(sum(m @ m for m in l), 6 * np.eye(5), atol=1e-12)

# Replacement operators between determinants; spin-orbital = 2*orbital + spin.
dets = [sum(1 << p for p in occ) for occ in combinations(range(10), 7)]
index = {d: i for i, d in enumerate(dets)}
nst = len(dets)
R = np.zeros((10, 10, nst, nst))
for d, col in index.items():
    for q in range(10):
        if not (d >> q) & 1:
            continue
        t = d ^ (1 << q)
        sq = bin(d & ((1 << q) - 1)).count("1")
        for p in range(10):
            if not (t >> p) & 1:
                sp = bin(t & ((1 << p) - 1)).count("1")
                R[p, q, index[t | (1 << p)], col] = (-1) ** (sq + sp)


def one_body(h):
    return np.tensordot(h, R, axes=([0, 1], [0, 1]))


pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin = [one_body(np.kron(np.eye(5), m / 2)) for m in pauli]
S2 = sum(m @ m for m in spin)
H_so = zeta * sum(one_body(np.kron(l[i], pauli[i] / 2)) for i in range(3))
Rs = R[0::2, 0::2] + R[1::2, 1::2]
G = np.tensordot(g, Rs, axes=([2, 3], [0, 1]))
H_coul = sum(Rs[a, b] @ G[a, b] for a in range(5) for b in range(5)) / 2
H_coul = H_coul - np.tensordot(np.einsum("abbd->ad", g), Rs,
                              axes=([0, 1], [0, 1])) / 2

# Free ion: 28-fold 4F ground term and 12-fold 4P term 15B above it.
ion = np.linalg.eigvalsh(H_coul)
ion = ion - ion[0]
assert np.max(ion[:28]) < 1e-9
assert np.allclose(ion[28:40], 15 * B, atol=1e-9) and ion[40] > 15 * B + 0.01


def hamiltonian(field):
    return H_coul + one_body(np.kron(np.diag(field), np.eye(2)))


def ground_term(field):
    """Levels, degeneracy, mean S(S+1) of the ground term, gap above it."""
    e, v = np.linalg.eigh(hamiltonian(field))
    e = e - e[0]
    deg = int(np.sum(e < 1e-7))
    v = v[:, :deg]
    s2 = np.trace(v.conj().T @ S2 @ v).real / deg
    return e, deg, s2, e[deg]


def level_sum(e, temp):
    return np.sum(np.exp(-(e - e[0]) / (k * temp)))


def gain(e_initial, e_final, temp):
    ratio = level_sum(e_final, temp) / level_sum(e_initial, temp)
    return k * temp * np.log(ratio)


e_low, deg_low, s2_low, gap_low = ground_term(field_low)
e_high, deg_high, s2_high, gap_high = ground_term(field_high)
assert deg_low == 2 and abs(s2_low - 0.75) < 1e-8
assert deg_high == 4 and abs(s2_high - 3.75) < 1e-8
assert min(gap_low, gap_high) > 5 * kT

# Full level sums against the spin-only law; tolerance covers excited terms.
spin_gain = kT * np.log(2)
full_gain = gain(e_low, e_high, T)
assert abs(full_gain - spin_gain) < 2e-4
assert round(full_gain, 2) == 0.03
entropy = (gain(e_low, e_high, T + 1) - gain(e_low, e_high, T - 1)) / 2
assert abs(entropy / (k * np.log(2)) - 1) < 0.02
ratios = [level_sum(e_high, t) / level_sum(e_low, t) for t in (400, 500, 600)]
assert np.allclose(ratios, 2, atol=0.02)

# Only spin-orbit coupling can change the total spin.
for field in (field_low, field_high):
    H0 = hamiltonian(field)
    assert np.max(np.abs(H0 @ S2 - S2 @ H0)) < 1e-9
assert np.max(np.abs(H_so @ S2 - S2 @ H_so)) > 1e-3

# Spin-orbit splitting, from the complete 120-state problem.
so_low = np.linalg.eigvalsh(hamiltonian(field_low) + H_so)
so_high = np.linalg.eigvalsh(hamiltonian(field_high) + H_so)
so_tetra = np.linalg.eigvalsh(hamiltonian(field_tetra) + H_so)
assert so_low[1] - so_low[0] < 1e-9 and so_low[2] - so_low[0] > 5 * kT
assert so_high[1] - so_high[0] < 1e-9 and so_high[3] - so_high[2] < 1e-9
assert so_tetra[3] - so_tetra[0] < 1e-9
delta = so_high[2] - so_high[0]
assert 1e-4 < delta < 0.01
so_gain = gain(so_low, so_high, T)
split_formula = kT * np.log(1 + np.exp(-delta / kT))
assert abs(so_gain - split_formula) < 2e-4
assert abs(split_formula - (spin_gain - delta / 2)) < 2e-4
four = so_high[:4] - np.mean(so_high[:4])
mean_gain = kT * np.log(np.sum(np.exp(-four / kT)) / 2)
assert abs(mean_gain - spin_gain - delta**2 / (8 * kT)) < 1e-6

# An orbitally degenerate initial centre removes the gain.
e_octa, deg_octa, s2_octa, gap_octa = ground_term(field_octa)
assert deg_octa == 4 and abs(s2_octa - 0.75) < 1e-8 and gap_octa > 5 * kT
octa_gain = gain(e_octa, e_high, T)
assert abs(octa_gain) < 2e-4

# Exchange J S1.S2 in a pair of neighbouring spin-3/2 centres.
J = 0.002
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1)
flip = np.kron(raising, raising.T)
H_pair = J * (np.kron(np.diag(m), np.diag(m)) + (flip + flip.T) / 2)
e_pair = np.linalg.eigvalsh(H_pair)
S_tot = np.repeat([0, 1, 2, 3], [1, 3, 5, 7])
assert np.allclose(e_pair, J * (S_tot * (S_tot + 1) - 7.5) / 2, atol=1e-12)
pair_gain = kT * np.log(np.sqrt(level_sum(e_pair, T)) / 2)

# Softening of harmonic metal-ligand modes, zero-point energy included.
modes, quantum_i, quantum_f = 4, 0.050, 0.040


def vibration(quantum):
    levels = quantum * (np.arange(600) + 0.5)
    return -kT * np.log(np.sum(np.exp(-levels / kT)))


vib_gain = modes * (vibration(quantum_i) - vibration(quantum_f))
vib_formula = modes * kT * np.log(np.sinh(quantum_i / (2 * kT))
                                  / np.sinh(quantum_f / (2 * kT)))
assert abs(vib_gain - vib_formula) < 1e-10

print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Racah B: {B:.2f} eV")
print(f"Racah C: {C:.2f} eV")
print(f"Spin-orbit constant zeta: {zeta:.3f} eV")
print("Orbital order: xy, yz, xz, x2-y2, z2")
print("Initial orbital energies:", field_low, "eV")
print("Final orbital energies:", field_high, "eV")
print(f"Number of d7 states: {nst}")
print(f"Coulomb integral shift, finer grid: {grid_shift:.1e} eV")
print(f"Free-ion 4P-4F spacing: {ion[28]:.4f} eV")
print(f"Initial ground degeneracy: {deg_low}")
print(f"Initial S(S+1): {s2_low:.4f}")
print(f"Initial gap to next term: {gap_low:.3f} eV")
print(f"Final ground degeneracy: {deg_high}")
print(f"Final S(S+1): {s2_high:.4f}")
print(f"Final gap to next term: {gap_high:.3f} eV")
print(f"Spin-only gain kT ln 2: {spin_gain:.5f} eV")
print(f"Spin-only gain per mole: {spin_gain*constants.e*constants.N_A/1000:.3f} kJ/mol")
print(f"Gain from all levels, no spin-orbit: {full_gain:.5f} eV")
print(f"Spin entropy k ln 2: {k*np.log(2):.4e} eV/K")
print(f"Entropy from all levels: {entropy:.4e} eV/K")
for t, ratio in zip((400, 500, 600), ratios):
    print(f"q ratio at {t} K: {ratio:.4f}")
for t in (400, 600):
    print(f"Spin-only gain at {t} K: {k*t*np.log(2):.5f} eV")
print(f"Spin-orbit splitting delta: {delta:.5f} eV")
print(f"delta/kT: {delta/kT:.4f}")
print(f"Gain with spin-orbit, from lowest level: {so_gain:.5f} eV")
print(f"Two-pair formula, from lowest level: {split_formula:.5f} eV")
print(f"Gain from mean of four levels: {mean_gain:.6f} eV")
print(f"Regular octahedron e_g energy: {field_octa[3]:.1f} eV")
print(f"Regular octahedron initial degeneracy: {deg_octa}")
print(f"Gain from regular octahedron: {octa_gain:.5f} eV")
print(f"Neighbour exchange J: {J:.3f} eV")
print(f"Gain per centre with exchange, lowest level: {pair_gain:.5f} eV")
print(f"Number of softened modes: {modes}")
print(f"Vibrational quantum, initial: {quantum_i:.3f} eV")
print(f"Vibrational quantum, final: {quantum_f:.3f} eV")
print(f"Vibrational free-energy gain: {vib_gain:.5f} eV")
print(f"Vibrational gain / spin gain: {vib_gain/spin_gain:.3f}")
print("verified")
```

Running it gives:

```
Temperature: 500 K
Thermal energy kT: 0.04309 eV
Racah B: 0.10 eV
Racah C: 0.45 eV
Spin-orbit constant zeta: 0.065 eV
Orbital order: xy, yz, xz, x2-y2, z2
Initial orbital energies: [0.  0.  0.  3.4 2.2] eV
Final orbital energies: [0.35 0.45 0.45 0.   0.  ] eV
Number of d7 states: 120
Coulomb integral shift, finer grid: 5.8e-15 eV
Free-ion 4P-4F spacing: 1.5000 eV
Initial ground degeneracy: 2
Initial S(S+1): 0.7500
Initial gap to next term: 1.155 eV
Final ground degeneracy: 4
Final S(S+1): 3.7500
Final gap to next term: 0.350 eV
Spin-only gain kT ln 2: 0.02987 eV
Spin-only gain per mole: 2.882 kJ/mol
Gain from all levels, no spin-orbit: 0.02988 eV
Spin entropy k ln 2: 5.9731e-05 eV/K
Entropy from all levels: 6.0022e-05 eV/K
q ratio at 400 K: 2.0001
q ratio at 500 K: 2.0007
q ratio at 600 K: 2.0030
Spin-only gain at 400 K: 0.02389 eV
Spin-only gain at 600 K: 0.03584 eV
Spin-orbit splitting delta: 0.00198 eV
delta/kT: 0.0459
Gain with spin-orbit, from lowest level: 0.02890 eV
Two-pair formula, from lowest level: 0.02889 eV
Gain from mean of four levels: 0.029877 eV
Regular octahedron e_g energy: 3.0 eV
Regular octahedron initial degeneracy: 4
Gain from regular octahedron: 0.00002 eV
Neighbour exchange J: 0.002 eV
Gain per centre with exchange, lowest level: 0.02622 eV
Number of softened modes: 4
Vibrational quantum, initial: 0.050 eV
Vibrational quantum, final: 0.040 eV
Vibrational free-energy gain: 0.04188 eV
Vibrational gain / spin gain: 1.402
verified
```
